# Half-Occupied Orbital Eigenvalues and the Third-Derivative Error in Ionization Energies

In a local density calculation with a finite basis, removing the 3p electron from a free aluminium atom raises the total energy by 5.989 eV. The eigenvalue of the occupied 3p level predicts 2.984 eV, about half of that. If the same level is filled with half an electron, its eigenvalue predicts 5.952 eV, which is only 0.037 eV too low (0.046 eV near the basis-set limit). Why does half occupation remove nearly all of a 3 eV error, and what sets the size of the remainder?

## The quantities compared

Let $f$ be the number of electrons in the shell that is ionized, with $0\le f\le 1$ and all other occupations fixed. $E(f)$ is the self-consistent Kohn-Sham total energy for a given approximate functional, and $\varepsilon(f)$ is the eigenvalue of the shell. Primes denote derivatives with respect to $f$. Since $f$ is a pure number, all these derivatives are energies. Hartree atomic units are used, with eV for the main results.

The reference is the total-energy ionization energy of the same functional,

$$I=E(0)-E(1),$$

and the error of the half-occupied estimate is

$$\Delta=-\varepsilon(\tfrac12)-I .$$

The result to be derived is

$$\Delta=\frac{E'''(\frac12)}{24}+\frac{E^{(5)}(\frac12)}{1920}+\dots \qquad (1)$$

$\Delta$ measures how well an eigenvalue reproduces an energy difference. It says nothing about the error of the functional against experiment.

## The eigenvalue as a slope

Both derivations need the link between $\varepsilon$ and $E$. With orthonormal orbitals $\varphi_i$ and occupations $f_i$, the density is $n=\sum_i f_i|\varphi_i|^2$ and

$$E=\sum_i f_i\langle\varphi_i|t+v_{\rm ext}|\varphi_i\rangle+E_{\rm H}[n]+E_{\rm xc}[n_\uparrow,n_\downarrow],$$

where $t$ is the kinetic energy operator and $v_{\rm ext}$ the nuclear potential. A change of density alters $E_{\rm H}+E_{\rm xc}$ by the integral of $v_{\rm H}+v_{\rm xc}$ times that change. Collecting the potentials in $h=t+v_{\rm ext}+v_{\rm H}+v_{\rm xc}$, taken for the spin of each orbital, gives

$$dE=\sum_i df_i\,\langle\varphi_i|h|\varphi_i\rangle+\sum_i f_i\big(\langle d\varphi_i|h|\varphi_i\rangle+\langle\varphi_i|h|d\varphi_i\rangle\big).$$

At self-consistency $h\varphi_i=\varepsilon_i\varphi_i$, so the second sum is $\sum_i f_i\varepsilon_i\,d\langle\varphi_i|\varphi_i\rangle$. It vanishes because the norms stay equal to one. The orbitals do relax, but their relaxation does not change the energy to first order. What remains is Janak's theorem,

$$E'(f)=\varepsilon(f). \qquad (2)$$

In a finite basis the argument is unchanged: $h$ is replaced by its matrix in that basis, and $d\varphi_i$ stays within it.

In the aluminium example the spin-up 3p shell is spherically averaged, with $f/3$ electrons in each of its three orbitals. Then $E'=3\cdot\frac13\,\varepsilon=\varepsilon$, and (2) still holds. A numerical derivative of the total energy at $f=\frac12$ gives $-0.218737$ hartree, against an eigenvalue of $-0.218736$ hartree.

## First derivation: expand the energy about half occupation

Assume that $E$ has five continuous derivatives on the closed interval. Consider removing $\delta$ electrons, with the step centred at $f=\frac12$. Taylor's theorem gives, with all unmarked derivatives taken at $\frac12$,

$$E(\tfrac12\pm\tfrac\delta2)=E\pm\frac{\delta}{2}E'+\frac{\delta^2}{8}E''\pm\frac{\delta^3}{48}E'''+\frac{\delta^4}{384}E^{(4)}\pm\frac{\delta^5}{3840}E^{(5)}(\xi_\pm).$$

The coefficients are $(\delta/2)^k/k!$, and $\xi_\pm$ are points between $\frac12$ and the respective end. On subtraction the even terms cancel and the odd ones double:

$$E(\tfrac12+\tfrac\delta2)-E(\tfrac12-\tfrac\delta2)=\delta E'+\frac{\delta^3}{24}E'''+\frac{\delta^5}{1920}E^{(5)}(\xi).$$

In the last term the average of $E^{(5)}(\xi_+)$ and $E^{(5)}(\xi_-)$ has been written as the value at one intermediate point $\xi$, which a continuous function must take.

For $\delta=1$ the left side is $E(1)-E(0)=-I$. With $E'(\frac12)=\varepsilon(\frac12)$,

$$-I=\varepsilon(\tfrac12)+\frac{E'''(\frac12)}{24}+\frac{E^{(5)}(\xi)}{1920}.$$

Moving $\varepsilon(\frac12)$ to the left gives

$$\Delta=\frac{E'''(\frac12)}{24}+\frac{E^{(5)}(\xi)}{1920}. \qquad (3)$$

The second derivative has dropped out by symmetry: the slope is too steep on one side of the midpoint by as much as it is too shallow on the other.

Whether the third-derivative term is the leading one depends on the size of the step. For a small step $\delta$ the third-derivative term dominates, provided $E'''(\frac12)\ne0$, because the next term carries two more powers of $\delta$. A whole electron is not a small step. At $\delta=1$ the first term dominates only if

$$|E^{(5)}|\ll 80\,|E'''|,$$

since $1920/24=80$. This is a property of the system and the functional, and it has to be checked.

**The fully occupied level.** The same expansion explains the failure of $-\varepsilon(1)$. From (2),

$$\varepsilon(1)=\varepsilon(\tfrac12)+\frac{E''}{2}+\frac{E'''}{8}+\dots$$

Therefore

$$-\varepsilon(1)-I=\Delta-\frac{E''}{2}-\frac{E'''}{8}-\dots=-\frac{E''}{2}-\frac{E'''}{12}-\dots, \qquad (4)$$

because $\frac1{24}-\frac18=-\frac1{12}$. Here the second derivative survives, with the large factor one half.

## Second derivation: average the eigenvalue over the ionization

The second route removes the electron in infinitesimal portions. By (2), each portion $df$ costs $-\varepsilon(f)\,df$, so that

$$I=-\int_0^1\varepsilon(f)\,df. \qquad (5)$$

The ionization energy is minus the mean eigenvalue along the path, and relaxation is included because $\varepsilon(f)$ is self-consistent at every $f$. The half-occupied estimate replaces this mean by the value at the midpoint:

$$\Delta=\int_0^1E'(f)\,df-E'(\tfrac12).$$

To express the difference through $E'''$, introduce the weight

$$K(f)=\begin{cases}f^2/2, & 0\le f\le\frac12,\\ (1-f)^2/2, & \frac12\le f\le1.\end{cases}$$

Integrate by parts twice on the left half:

$$\int_0^{1/2}\frac{f^2}{2}E'''\,df=\frac{E''(\frac12)}{8}-\int_0^{1/2}fE''\,df=\frac{E''(\frac12)}{8}-\frac{E'(\frac12)}{2}+\int_0^{1/2}E'\,df.$$

The boundary terms at $f=0$ vanish if $f^2E''\to0$ and $fE'\to0$ there. On the right half the derivative of $(1-f)^2/2$ is $-(1-f)$, which reverses the sign of the first remaining integral:

$$\int_{1/2}^1\frac{(1-f)^2}{2}E'''\,df=-\frac{E''(\frac12)}{8}+\int_{1/2}^1(1-f)E''\,df=-\frac{E''(\frac12)}{8}-\frac{E'(\frac12)}{2}+\int_{1/2}^1E'\,df.$$

The boundary terms at $f=1$ vanish under the corresponding conditions. In the sum the two $E''$ terms cancel, and the two halves of $E'(\frac12)$ add up:

$$\Delta=\int_0^1K(f)\,E'''(f)\,df. \qquad (6)$$

No series has been used. The total weight is

$$\int_0^1K\,df=2\int_0^{1/2}\frac{f^2}{2}\,df=\frac13\cdot\frac18=\frac1{24}.$$

Hence $\Delta$ equals one twenty-fourth of a weighted mean of $E'''$. The weight $24K$ is largest at half occupation and falls to zero quadratically at the neutral atom and at the ion.

To recover (1), expand $E'''$ about the midpoint with $u=f-\frac12$. The weight is even in $u$, so the term in $E^{(4)}$ integrates to zero. The next coefficient is

$$\int_0^1K\,\frac{u^2}{2}\,df=\frac12\int_0^{1/2}\Big(\frac12-u\Big)^2u^2\,du=\frac12\Big(\frac1{96}-\frac1{64}+\frac1{160}\Big)=\frac1{1920},$$

which agrees with the first derivation.

## Aluminium in numbers

The calculation is nonrelativistic and spin-polarized, with local density exchange, VWN correlation and the def2-TZVP basis. This basis is not complete. The relations derived above hold within it, but $\Delta$ and the higher derivatives are small quantities that change noticeably with the basis, so their digits below belong to def2-TZVP and are not the basis-set limit. Near that limit, reached with large even-tempered sets, $I$ is 6.002 eV instead of 5.989 eV, $-\varepsilon(1)$ is 3.027 eV instead of 2.984 eV, $-\varepsilon(\frac12)$ is 5.955 eV instead of 5.952 eV, $\Delta$ is $-0.0017$ hartree ($-0.046$ eV) instead of $-0.00136$ hartree, and $E'''$ is $-0.041$ hartree instead of $-0.033$ hartree. Spherical averaging keeps the 3p shell degenerate; it is a choice of reference state, and a symmetry-broken density may have a lower energy in this functional. The end-point energies give

$$I=-241.0900021+241.3100978=0.220096\ \text{hartree}.$$

With $-\varepsilon(\frac12)=0.218736$ hartree, the error is $\Delta=-0.00136$ hartree.

The derivatives at the midpoint were obtained from eigenvalues between $f=\frac14$ and $f=\frac34$, without the end-point energies. They are $E'''=-0.0333$ and $E^{(5)}=0.053$ hartree, so

$$\frac{E'''}{24}+\frac{E^{(5)}}{1920}=-0.001388+0.000028=-0.00136\ \text{hartree}.$$

The condition for a leading term is met, since $80|E'''|$ is about 2.7 hartree and $|E^{(5)}|$ is some fifty times smaller. The third-derivative term alone overestimates the magnitude of the error by 2%. The fifth derivative is the value most sensitive to the basis: near the basis-set limit it falls to about $0.005$ hartree, the overestimate shrinks to about 0.2%, and the drift described next almost disappears.

Smaller steps show the cubic law directly. The error divided by $\delta^3$ is $-0.001381$, $-0.001372$ and $-0.001359$ hartree for $\delta=0.5$, $0.75$ and $1$. It drifts slowly, as the term $\delta^2E^{(5)}/1920$ requires, and for small $\delta$ it should approach $E'''/24=-0.001388$ hartree.

The second derivation can be read from the same data. The weighted mean of $E'''$ over the whole path is $-0.0326$ hartree, slightly smaller in magnitude than the midpoint value. Divided by 24 it gives $-0.00136$ hartree.

For the fully occupied level, $E''=0.2261$ hartree and (4) gives

$$-\frac{0.2261}{2}+\frac{0.0333}{12}=-0.1103\ \text{hartree},$$

against an actual error of $-0.1104$ hartree, or $-3.01$ eV. Agreement this close is special to the basis, in which $E^{(4)}$ happens to be near zero; near the basis-set limit the two values are $-0.1101$ and $-0.1093$ hartree, and the omitted term $-E^{(4)}/48\approx0.0008$ hartree makes up the difference. The 3 eV error is thus almost entirely the second-derivative term, which half occupation cancels.

## Where the third derivative comes from

Freeze the orbitals at their form for $f=\frac12$. The density is then linear in $f$: $n=n_{\rm c}+fp$, where $n_{\rm c}$ is the density of the other electrons and $p$ that of one electron in the shell. The one-electron energy is linear in $f$ and the Hartree energy quadratic. Neither has a third derivative, so the frozen $E'''$ comes from exchange and correlation alone. Local exchange for the spin of the shell has the form $-C\int n_\uparrow^{4/3}d^3r$ with $C>0$, and contributes

$$-C\cdot\frac43\cdot\frac13\cdot\Big(-\frac23\Big)\int n_\uparrow^{-5/3}p^3\,d^3r=\frac{8C}{27}\int n_\uparrow^{-5/3}p^3\,d^3r>0.$$

The computed frozen value, with correlation included, is indeed positive: $0.0148$ hartree.

The self-consistent value is negative, so relaxation must supply the difference, $-0.0333-0.0148=-0.0481$ hartree. Near the basis-set limit the frozen part hardly changes ($0.0150$ hartree), while the relaxation part becomes $-0.056$ hartree. In this atom the error of the half-occupied eigenvalue is the sum of two opposing contributions, with relaxation the larger.

The effect of relaxation on the second derivative has a definite sign if the self-consistent state minimizes the energy at fixed occupations. The frozen energy then lies on or above the relaxed one and touches it at $f=\frac12$. Their difference has a minimum there, so its second derivative cannot be negative, and relaxation can only lower $E''$. In aluminium it lowers it from $0.2535$ to $0.2261$ hartree in def2-TZVP, and from $0.255$ to $0.227$ hartree near the basis-set limit. This argument does not fix the sign of the relaxation part of $E'''$; the negative sign found here is a computed result for this atom.

## What each derivation assumes

Both derivations need (2) at the midpoint, and therefore a converged self-consistent state whose orbitals change smoothly with $f$. They differ in what they ask of the rest of the path.

The first uses derivatives at one point and controls the remainder through $E^{(5)}$, which must be continuous up to both ends. In return it gives the power of $\delta$ and a simple criterion for the leading term. The second needs three derivatives inside the interval, vanishing boundary terms and an integrable product $KE'''$. It gives the whole error, but it requires $E'''$ along the whole path.

The difference matters when the energy is singular at an end. Take the model $E=-cf^{4/3}$ with $c>0$, the form of local exchange for an orbital that is alone in its spin channel and keeps its shape. At $f\to0$ the third derivative diverges as $f^{-5/3}$ and the fifth as $f^{-11/3}$. The remainder is still finite, but (3) no longer gives a bound on it. In (6) the weight turns the integrand for $f\le\frac12$ into a multiple of $f^{1/3}$, the boundary terms vanish, and the identity holds. The leading term, however, is a poor guide. Since

$$\frac{E^{(5)}}{E'''}=\Big(-\frac53\Big)\Big(-\frac83\Big)\frac1{f^2}=\frac{40}{9f^2},$$

the ratio at $f=\frac12$ is $160/9$, and the second term of (1) is $\frac{1}{80}\cdot\frac{160}{9}=\frac29$ of the first.

Both derivations fail if the slope jumps inside the interval, for instance because the self-consistent solution switches to another state. Let the energy stay continuous while $E'$ jumps by $D$ at $f_0>\frac12$. The midpoint slope does not see the jump, but the mean slope does, and $\Delta$ acquires the extra term $D(1-f_0)$. This is of first order in the jump and has no connection with $E'''(\frac12)$.

At the other extreme, $\Delta$ vanishes for any quadratic $E(f)$, whatever its curvature. If $E(f)$ is a straight line, $\varepsilon$ is constant and every occupation gives the same answer.

Equation (1) also does not turn half occupation into a general correction for band gaps. Spread a frozen orbital over a region of length $L$ in a solid of fixed background density. Its Hartree self-repulsion falls as $1/L$. The local exchange-correlation part of $E''$ contains $|\varphi|^4$, of order $L^{-6}$, integrated over a volume $L^3$, and falls as $L^{-3}$. In this frozen-orbital estimate $E''$ tends to zero, and half-occupying the orbital no longer shifts its eigenvalue. The large correction found for aluminium belongs to a localized shell, and a gap scheme that borrows it must say where the missing half electron is localized.

The def2-TZVP values quoted for aluminium are taken from the numerical output below.

## Table of computed values

```
Al atom, LDA (VWN), def2-TZVP, spherical 3p shell
basis functions: 37
f (electrons), E (hartree), eps_3p (hartree):
  0.000  -241.0900021  -0.335848
  0.125  -241.1301043  -0.305854
  0.250  -241.1664844  -0.276309
  0.375  -241.1992023  -0.247263
  0.500  -241.2283219  -0.218736
  0.625  -241.2539081  -0.190729
  0.750  -241.2760253  -0.163229
  0.875  -241.2947355  -0.136214
  1.000  -241.3100978  -0.109657
dE/df at 1/2, from energies: -0.218737 hartree
I = E(0)-E(1): 0.220096 hartree
I = E(0)-E(1): 5.9891 eV
I from integral of eps: 0.220096 hartree
-eps(1/2): 0.218736 hartree
-eps(1/2): 5.9521 eV
-eps(1): 0.109657 hartree
-eps(1): 2.9839 eV
error of -eps(1/2): -0.001359 hartree
error of -eps(1/2): -0.0370 eV
error of -eps(1): -0.110439 hartree
error of -eps(1): -3.0052 eV
E'' at 1/2: 0.22613 hartree
E''' at 1/2, from eigenvalues: -0.03331 hartree
E''' at 1/2, from energies: -0.03332 hartree
fifth derivative at 1/2: 0.053 hartree
E'''/24: -0.001388 hartree
fifth derivative/1920: 0.000028 hartree
(E'''/24)/(error of -eps(1/2)): 1.021
-E''/2 - E'''/12: -0.110288 hartree
integral of K E''': -0.001359 hartree
weighted mean of E''': -0.03262 hartree
step 0.50: error -0.0001726 hartree, error/step^3 -0.001381 hartree
step 0.75: error -0.0005789 hartree, error/step^3 -0.001372 hartree
step 1.00: error -0.0013592 hartree, error/step^3 -0.001359 hartree
frozen-orbital E'': 0.25352 hartree
relaxation part of E'': -0.02739 hartree
frozen-orbital E''': 0.01484 hartree
xc part of frozen E''': 0.01484 hartree
relaxation part of E''': -0.04815 hartree
model energy: error 0.01977616, kernel integral 0.01977616 hartree
```
